# Choosing Settings for the Anisotropic Resistivity–Mean-Free-Path Tensor

## Definitions and conventions

The electron charge is \(-e\), with \(e>0\). One spin-degenerate band has energy \(E(\mathbf k)\), velocity \(\mathbf v=\nabla_{\mathbf k}E/\hbar\) and unit velocity \(\hat{\mathbf v}=\mathbf v/|\mathbf v|\). The outward vector area \(d\mathbf A=\hat{\mathbf v}\,dS\) of the Fermi surface points towards higher energy. Conductivity is defined by \(J_i=\sum_j\sigma_{ij}\mathcal E_j\), and resistivity \(\rho\) is its matrix inverse.

The quantity to be computed is \(\rho\lambda=K^{-1}\), where \(K_{ij}=\sigma_{ij}/\lambda\) and the mean free path \(\lambda\) is assumed to be the same at every point of the Fermi surface. The user has four choices to make: the scattering assumption, the coarse grid on which energies are calculated, the fine grid on which the surface is built, and the tensor component that is read.

## What the scattering setting means

In a steady field \(\boldsymbol{\mathcal E}\), \(\hbar\dot{\mathbf k}=-e\boldsymbol{\mathcal E}\). Write the occupation as \(f_0+g\), with \(g\) linear in the field, and let it relax with time \(\tau(\mathbf k)\). The Boltzmann equation is

\[
-\frac{e}{\hbar}\boldsymbol{\mathcal E}\cdot\nabla_{\mathbf k}f_0=-\frac g\tau .
\]

Since \(\nabla_{\mathbf k}f_0=\hbar\mathbf v\,\partial f_0/\partial E\), this gives \(g=e\tau\,\boldsymbol{\mathcal E}\cdot\mathbf v\,\partial f_0/\partial E\). The current is \(-e\) times the velocity summed over both spins, so

\[
\sigma_{ij}=2e^2\int\frac{d^3k}{8\pi^3}\,\tau v_iv_j
\left(-\frac{\partial f_0}{\partial E}\right).
\]

At low temperature the last factor becomes \(\delta(E-E_F)\). A volume element is \(dS\) times the normal thickness \(dE/(\hbar|\mathbf v|)\). Integrating over energy leaves

\[
\sigma_{ij}=\frac{e^2}{4\pi^3\hbar}\int\tau\,\frac{v_iv_j}{|\mathbf v|}\,dS .
\]

A common mean free path means \(\tau=\lambda/|\mathbf v|\). Then

\[
K_{ij}=\frac{e^2}{4\pi^3\hbar}\int\hat v_i\hat v_j\,dS
=\frac{e^2}{4\pi^3\hbar}\int\hat v_i\,dA_j .
\]

A common relaxation time instead gives

\[
\frac{\sigma_{ij}}{\tau}=\frac{e^2}{4\pi^3\hbar}\int v_i\,dA_j ,
\]

whose inverse is \(\rho\tau\). The two integrands differ by the weight \(|\mathbf v|\). If the speed is uniform over the surface, both assumptions give the same anisotropy; otherwise they can differ.

Two properties of \(K\) help in checking a calculation. Since \(\sum_i\hat v_i^2=1\), its trace is \(e^2S_F/(4\pi^3\hbar)\), where \(S_F\) is the Fermi-surface area. And \(K\) depends on the surface shape alone: replacing \(E\) by an increasing function \(G(E)\), and \(E_F\) by \(G(E_F)\), keeps the surface and its normals, while every velocity on it is multiplied by \(G'(E_F)\). Thus \(K\) is unchanged and \(\sigma/\tau\) is multiplied by \(G'(E_F)\).

The use of \(\rho\lambda\) for narrow conductors follows from a scaling argument. For fixed geometry, surface scattering and Fermi-surface shape, a film of thickness \(d\) has a conductivity along a chosen principal axis of \(K\lambda F(\lambda/d)\). When \(d\gg\lambda\), the disturbed layers near the surfaces have thickness of order \(\lambda\), so \(F\simeq1-\alpha\lambda/d\). Inverting to leading order,

\[
\rho_{\rm film}\simeq\frac{1}{K\lambda}+\frac{\alpha}{K d}
=\rho+\alpha\,\frac{\rho\lambda}{d}.
\]

The bulk \(\lambda\) has dropped out of the size correction. The number \(\alpha\) still depends on the Fermi-surface shape and on the surfaces, so \(\rho\lambda\) alone does not fix the correction for an anisotropic metal.

Choose the common-\(\lambda\) setting when a uniform mean free path is a defensible model. If neither \(\lambda\) nor \(\tau\) is close to uniform over the surface, neither setting suffices and \(\tau(\mathbf k)\) must stay inside the integral. For several bands under one common \(\lambda\), add their \(K\) matrices before inverting.

## The sphere as a calibration

For free electrons \(\hat{\mathbf v}=\mathbf k/k_F\). Symmetry makes the off-diagonal integrals vanish and the three diagonal ones equal. Their sum is the area \(4\pi k_F^2\), so each is \(4\pi k_F^2/3\), and

\[
K_{ij}=\frac{e^2}{4\pi^3\hbar}\frac{4\pi k_F^2}{3}\delta_{ij}
=\frac{e^2k_F^2}{3\pi^2\hbar}\delta_{ij},\qquad
\rho\lambda=\frac{3\pi^2\hbar}{e^2k_F^2}.
\]

With \(k_F=12\ \mathrm{nm^{-1}}\), the density is \(k_F^3/(3\pi^2)=1728/29.61=58.36\ \mathrm{nm^{-3}}\), and \(\rho\lambda=8.447\times10^{-16}\ \Omega\,\mathrm{m^2}\). The sphere is placed in the reciprocal cell of a simple cubic lattice with \(a=0.2\) nm. The energy samples are the lowest folded free-electron band, whose slope jumps at the zone faces.

## The coarse grid: interpolating energy and velocity

Let \(N\) be the number of coarse nodes per reciprocal vector. In one dimension, with position measured in node spacings, a cubic B-spline has value \(2/3\) at its own node and \(1/6\) at each neighbour. Its coefficients \(c_m\) must therefore reproduce the samples through

\[
E_m=\frac{c_{m-1}+4c_m+c_{m+1}}6 .
\]

For a Fourier component \(e^{i\theta m}\), the right side multiplies the coefficient by \((4+2\cos\theta)/6=(2+\cos\theta)/3\). This is at least \(1/3\), so the division that yields the coefficients is safe. In three dimensions one divides by the product of three such factors.

At a fraction \(t\) of the way from node 0 to node 1, the weights of nodes \(-1,0,1,2\) are

\[
\frac{(1-t)^3}{6},\quad \frac{4-6t^2+3t^3}{6},\quad
\frac{1+3t+3t^2-3t^3}{6},\quad \frac{t^3}{6}.
\]

Products of three weights give the energy, and differentiating one factor gives a gradient component. For fractional coordinates \(k_j=\sum_iq_iB_{ij}\), the chain rule reads \(\partial E/\partial q_i=\sum_jB_{ij}\,\partial E/\partial k_j\), hence \(\nabla_{\mathbf k}E=B^{-1}\nabla_{\mathbf q}E\).

A cubic spline reproduces an isolated parabola exactly, so the folded band tests the interpolation through its kinks. Away from a kink, the coefficient error \(\epsilon_m\) relative to the parabola obeys \(\epsilon_{m-1}+4\epsilon_m+\epsilon_{m+1}=0\). Trying \(\epsilon_m\propto z^m\) gives \(z^2+4z+1=0\), whose decaying root is \(z=-2+\sqrt3\simeq-0.268\). The error alternates in sign and shrinks by 0.268 per node.

The zone face lies at \(\pi/a=15.71\ \mathrm{nm^{-1}}\), which is \(3.71\ \mathrm{nm^{-1}}\) beyond the sphere. The node spacing is \(31.42/N\ \mathrm{nm^{-1}}\), so the gap contains 0.94, 1.89 and 3.78 spacings for \(N=8,16,32\). With the fine grid held at \(n=64\), the error of \(K\) relative to the result from exact energies and velocities is \(1.9\times10^{-2}\), \(1.0\times10^{-3}\) and \(9\times10^{-6}\).

These errors fall by factors of about 19 and 108. At the points of the sphere nearest the zone faces, the decay of the ringing accounts for factors of 3.5 and 12. The remaining gain is not analysed here.

A useful first check is to count nodes between the Fermi surface and the nearest kink. About two gave an error of 0.1% here, and about four gave \(10^{-5}\). These numbers do not carry over to every surface: the node spacing must also be small compared with the size of the pocket, and a small pocket on a coarse grid can have a much larger error at the same count. Because the ringing alternates in sign, the error of \(K\) changes sign with \(N\) and need not fall monotonically, so confirm the choice with several clearly larger values of \(N\). Bands sorted by energy can also have kinks where they cross. If a crossing lies on the Fermi surface, there is no distance over which the ringing can decay. Following the bands by character removes the kink only if it yields smooth, single-valued bands throughout the cell. Around a line of crossings it can fail, because the band reached may depend on the path taken.

## The fine grid: building the surface

The spline is evaluated on \(n\) divisions per reciprocal vector, and each small cell is split into six tetrahedra. On an edge whose end energies bracket \(E_F\), linear interpolation puts the crossing at

\[
\mathbf p=\mathbf k_i+\frac{E_F-E_i}{E_j-E_i}(\mathbf k_j-\mathbf k_i).
\]

One vertex below \(E_F\), or three, gives a triangle. Two give a quadrilateral, which is cut into two triangles. Each triangle has vector area \(\tfrac12(\mathbf p_2-\mathbf p_1)\times(\mathbf p_3-\mathbf p_1)\), with the sign chosen to give a positive product with the vector from the lowest-energy to the highest-energy vertex. The spline supplies \(\hat{\mathbf v}\) at the centroid. The discrete sum for \(K\) need not be exactly symmetric, so it is averaged with its transpose.

Vector areas are preferred because the total vector area of a patch is \(\tfrac12\oint\mathbf k\times d\mathbf k\) around its rim. Small tilts of thin triangles inside the patch therefore cannot add spurious vector area.

The main error can be estimated for \(E=\kappa k^2\) on a cubic grid of spacing \(h\). Inside a tetrahedron write \(\mathbf k=\sum_iw_i\mathbf k_i\), with \(\sum_iw_i=1\). Expanding the squares gives

\[
E_{\rm lin}-E=\kappa\Big(\sum_iw_ik_i^2-\Big|\sum_iw_i\mathbf k_i\Big|^2\Big)
=\kappa\sum_{i<j}w_iw_j|\mathbf k_i-\mathbf k_j|^2 .
\]

The volume average of \(w_iw_j\) for \(i\ne j\) is \(1/20\). The six edges have squared lengths \(h^2\) (three), \(2h^2\) (two) and \(3h^2\) (one), with sum \(10h^2\). The mean excess energy is thus \(\kappa h^2/2\). Dividing by the slope \(2\kappa k_F\) shows that the surface is drawn inwards by \(h^2/(4k_F)\) on average. Since \(K\propto k_F^2\),

\[
\frac{\delta K}{K}\simeq-\frac{2}{k_F}\frac{h^2}{4k_F}=-\frac{h^2}{2k_F^2}.
\]

This assumes that the surface samples the tetrahedra evenly, and it omits the centroid rule, which also contributes at order \(h^2\). For \(n=64\), \(h=31.42/64=0.491\ \mathrm{nm^{-1}}\), and the estimate is \(0.241/288=8.4\times10^{-4}\) in magnitude. The computed error is \(7.9\times10^{-4}\) relative to the analytic \(K\). The sign agrees too: \(\rho\lambda\) comes out as 8.454 instead of \(8.447\times10^{-16}\ \Omega\,\mathrm{m^2}\). From \(n=16\) to 64 the observed order is 2.00.

For a target relative error \(\eta\), the estimate asks for \(h\lesssim k_F\sqrt{2\eta}\). At \(\eta=10^{-3}\) this is \(0.54\ \mathrm{nm^{-1}}\), or \(n\gtrsim59\). For other shapes, replacing \(k_F\) by the smallest radius of curvature gives only a first trial grid. For strongly elongated or flattened ellipsoids it can overestimate the error by a factor of ten or more. For a weakly warped cylinder the grid must also resolve the period of the warping. If the spacing \(h\) is the same in all directions and that period is short compared with the cylinder radius, the estimate can fall short of the relative error of the axial element \(K_{zz}\) by a similar factor; with equal \(n\) along each reciprocal vector the shortfall is much smaller. Let refinement decide the final \(n\).

If \(K_n=K+bh^2\), halving \(h\) gives \(K_{2n}=K+bh^2/4\), so

\[
K\simeq\frac{4K_{2n}-K_n}{3}.
\]

For the sphere, combining \(n=32\) and 64 lowers the error to \(1.3\times10^{-5}\). The order of the remaining error was not determined. Extrapolation in \(n\) also cannot repair a poor coarse grid. Converge \(N\) and \(n\) separately.

## Reading a component: the tilted spheroid

A prolate spheroid has semi-axes \(A,A,C\), with \(C>A\), and axis \(\hat{\mathbf u}\). In its own frame \(\mathbf k=D\mathbf s\), with \(\mathbf s\) on the unit sphere and \(D=\mathrm{diag}(A,A,C)\). A linear map changes vector area by \(\det D\,D^{-1}\) for this symmetric \(D\), so \(d\mathbf A=A^2C\,D^{-1}\mathbf s\,d\Omega\). Let \(\mu\) be the component of \(\mathbf s\) along the axis and \(\varepsilon^2=1-A^2/C^2\). Then

\[
|D^{-1}\mathbf s|=\sqrt{\frac{1-\mu^2}{A^2}+\frac{\mu^2}{C^2}}
=\frac{\sqrt{1-\varepsilon^2\mu^2}}{A}.
\]

The surface integral of \(\hat v_\parallel^2\) follows with \(\varepsilon\mu=\sin\phi\):

\[
M_\parallel=\frac{4\pi A^3}{C}\int_0^1\frac{\mu^2\,d\mu}{\sqrt{1-\varepsilon^2\mu^2}}
=\frac{2\pi A^3}{C\varepsilon^3}
\left(\arcsin\varepsilon-\varepsilon\sqrt{1-\varepsilon^2}\right).
\]

The same substitution gives the area,

\[
S=4\pi AC\int_0^1\sqrt{1-\varepsilon^2\mu^2}\,d\mu
=2\pi A^2+\frac{2\pi AC}{\varepsilon}\arcsin\varepsilon ,
\]

and the trace gives \(M_\perp=(S-M_\parallel)/2\). As \(\varepsilon\to0\), the bracket in \(M_\parallel\) tends to \(2\varepsilon^3/3\), which restores \(4\pi A^2/3\).

For \(A=8\) and \(C=12\ \mathrm{nm^{-1}}\), \(M_\parallel=222.8\) and \(M_\perp=430.0\ \mathrm{nm^{-2}}\). The long axis has the higher \(\rho\lambda\), by the factor \(430.0/222.8=1.93\), because less of the surface faces along it.

At common \(\tau\), the divergence theorem turns \(\int v_i\,dA_j\) into \(\int(\partial v_i/\partial k_j)\,d^3k\) over the occupied volume. For a quadratic band this is \(\hbar\) times the inverse-mass tensor times that volume, so the resistivity ratio is the mass ratio \(C^2/A^2=2.25\). Going from common \(\lambda\) to common \(\tau\) raises the predicted ratio by about 17% of its common-\(\lambda\) value here.

Now tilt the axis by \(30^\circ\) from \(z\) towards \(x\). In units of \(10^{-16}\ \Omega\,\mathrm{m^2}\), the principal values are \(11.85\) and \(1.93\times11.85=22.87\), so

\[
(\rho\lambda)_{xx}=11.85\cos^2 30^\circ+22.87\sin^2 30^\circ=14.60 .
\]

By contrast, \(1/K_{xx}=13.47\). The first describes current forced along \(x\), as in a wire, where a transverse field builds up to stop sideways current. The second describes a field purely along \(x\), with sideways current allowed. For the bulk resistivity of a wire along \(x\) that is wide compared with \(\lambda\), invert the whole matrix and then read \(xx\); the surface correction of a narrow wire is not fixed by this element alone. The numerical tensor, computed in an oblique cell, agrees with the closed form in its off-diagonal element as well.

## Worked example: an open Fermi surface

Take the tetragonal model band

\[
E=-2t(\cos k_xa+\cos k_ya)-2t_z\cos k_zc,
\]

with \(a=0.3\) nm, \(c=0.5\) nm, \(t=1\) eV, \(t_z=0.2\) eV and \(E_F=-1\) eV. At fixed \(k_z\), the in-plane energy on the Fermi surface is \(E_F+2t_z\cos k_zc\), between \(-1.4\) and \(-0.6\) eV. This lies between the in-plane minimum, \(-4\) eV, and the saddle at 0, so each cut is a closed loop around the \(k_z\) axis. The full surface is a warped cylinder, open along \(z\).

This shape allows a check without triangles. At angle \(\theta\), find the radius \(k_r\) from the analytic band. The projection of \(dS\) on the radial direction is \(k_r\,d\theta\,dk_z\), and the normal has radial component \((\partial E/\partial k_r)/|\nabla E|\), so

\[
dS=\frac{k_r|\nabla E|}{\partial E/\partial k_r}\,d\theta\,dk_z .
\]

With \(N=24\) and extrapolation from \(n=32\) and 64, the interpolated result is \((\rho\lambda)_{xx}=19.8\) and \((\rho\lambda)_{zz}=217\), in units of \(10^{-16}\ \Omega\,\mathrm{m^2}\). The diagonal elements of \(K\) differ from the quadrature by at most \(7\times10^{-5}\), relative to each element. A separate sum of the Boltzmann volume integral at \(k_BT=0.03\) eV agrees within 0.14%, which checks the prefactor; that difference is almost entirely thermal broadening, which enters at order \((k_BT)^2\).

The ratio \(zz/xx\) is \(217.05/19.806=10.96\) at common \(\lambda\) and \(212.75/18.688=11.38\) at common \(\tau\). The scattering assumption matters by about 4% here, much less than for the spheroid. A strong resistivity anisotropy therefore does not by itself imply strong sensitivity to this setting; compute both tensors to find out.

The shape-only property was tested by replacing \(E\) with \(E+\alpha E^2\), \(\alpha=0.05\ \mathrm{eV^{-1}}\), which is increasing over this band. The speed factor is \(1+2\alpha E_F=0.9\). The computed \(\sigma/\tau\) changed by that factor, while \(K\) changed by \(6\times10^{-6}\) relative to its largest element.

For small \(t_z\), \(v_z\propto t_z\), so \(K_{zz}\propto t_z^2\) and \((\rho\lambda)_{zz}\) grows as \(1/t_z^2\) to leading order. At \(t_z=0\) no velocity points along \(z\), \(K\) is singular, and its inverse does not exist. Near that limit, judge convergence by the relative error of \(K_{zz}\) itself: an error small compared with \(K_{xx}\) can still spoil the out-of-plane resistivity. The numerical output lists the convergence data for the sphere; for the spheroid and the tetragonal band it gives only the extrapolated results.

## Calculated quantities

```
sphere: kF = 12.0 1/nm, cell a = 0.2 nm, EF = 5.4864 eV
sphere: electron density = 5.8361e+28 1/m^3
sphere analytic rho*lambda = 8.44722 1e-16 ohm m^2
sphere analytic rho*tau = 6.08059 1e-22 ohm m s
sphere, coarse grid N = 48, fine divisions n:
  n = 16: rho*lambda_xx = 8.55481 1e-16 ohm m^2, K error = 1.26e-02
  n = 32: rho*lambda_xx = 8.47372 1e-16 ohm m^2, K error = 3.13e-03
  n = 64: rho*lambda_xx = 8.45391 1e-16 ohm m^2, K error = 7.91e-04
  observed order, n = 16 to 64: 2.00
  extrapolated rho*lambda_xx = 8.44733 1e-16 ohm m^2
  extrapolated relative errors: K 1.25e-05, sigma/tau 4.57e-05
sphere, n = 64, interpolation error of K versus exact band input:
  N = 8: relative error = 1.93e-02
  N = 16: relative error = 1.00e-03
  N = 32: relative error = 9.24e-06
spheroid: semi-axes 8.0, 12.0 1/nm, tilt 30 deg, fcc a = 0.3 nm
  surface area = 1082.766 1/nm^2; M_along, M_across = 222.815, 429.976 1/nm^2
  rho*lambda_xx: numerical 14.6046, analytic 14.6045 1e-16 ohm m^2
  rho*lambda_yy: numerical 11.8502, analytic 11.8501 1e-16 ohm m^2
  rho*lambda_zz: numerical 20.1136, analytic 20.1132 1e-16 ohm m^2
  rho*lambda_xz: numerical 4.7707, analytic 4.7707 1e-16 ohm m^2
  1/K_xx, not rho*lambda_xx = 13.4730 1e-16 ohm m^2
  long/short-axis ratio: rho*lambda 1.9297, rho*tau 2.2500
tetragonal: a = 0.3 nm, c = 0.5 nm, t = 1.0 eV, tz = 0.2 eV, EF = -1.0 eV
  coarse N = 24; fine n = 32, 64 extrapolated; surface area = 537.983 1/nm^2
  rho*lambda_xx: interpolated 19.8063, quadrature 19.8062 1e-16 ohm m^2
  rho*lambda_zz: interpolated 217.0517, quadrature 217.0663 1e-16 ohm m^2
  rho*lambda anisotropy zz/xx = 10.959
  largest diagonal conductivity error = 6.74e-05
  rho*tau_xx: interpolated 18.6875, quadrature 18.6874 1e-22 ohm m s
  rho*tau_zz: interpolated 212.7486, quadrature 212.7581 1e-22 ohm m s
  rho*tau anisotropy zz/xx = 11.385
  largest diagonal conductivity error = 4.42e-05
volume Boltzmann check: kT = 0.03 eV, largest relative difference = 1.35e-03
relabelled band E + alpha E^2: alpha = 0.05 1/eV, K change = 5.73e-06
  sigma/tau ratio = 0.90000, expected speed factor = 0.90000
```
